# Energy and time-reversal constraints on a resonance coupled to ports, part 2

A single resonance exchanges light with two waveguide ports, and light can also pass directly between the ports. The question is how energy conservation and time reversal restrict the couplings, and what follows for transmission.

The incoming and outgoing wave amplitudes $s_{+j}$ and $s_{-j}$ at the reference plane of port $j$ form the vectors $s_+$ and $s_-$; $|s_{\pm j}|^2$ is power in watts. The resonance amplitude is $a$, with $|a|^2$ the stored energy in joules. The time factor is $e^{+i\omega t}$. An asterisk denotes conjugation, a superscript $T$ the transpose, and a dagger both. The model is

$$
\frac{da}{dt}=(i\omega_0-\gamma)\,a+K^Ts_+,\tag{1}
$$

$$
s_-=C\,s_++D\,a .\tag{2}
$$

Here $\omega_0$ is the resonance frequency, $\gamma$ the radiative decay rate of the amplitude, $C$ the direct scattering matrix, and $K$ and $D$ the input and output coupling vectors. $D$ has the elements $d_j$, in $\mathrm s^{-1/2}$. Energy conservation gives

$$
C^\dagger C=1,\qquad D^\dagger D=2\gamma,\qquad K^T=-D^\dagger C ,\tag{7}
$$

$$
K^\dagger K=K^TK^*=D^\dagger C\,C^\dagger D=D^\dagger D=2\gamma .\tag{8}
$$

At the detuning $\delta=\omega-\omega_0$, a steady input gives $s_-=Ss_+$ with

$$
a=\frac{K^Ts_+}{i\delta+\gamma},\qquad S(\delta)=C+\frac{D\,K^T}{i\delta+\gamma}.\tag{9}
$$

$S$ is unitary. Without magnetic bias, time reversal makes $S$ and $C$ symmetric and, with a suitable phase of $a$, gives

$$
D^\dagger D=2\gamma,\qquad K=D,\qquad C\,D^*=-D.\tag{16}
$$

For two ports, write $C_{11}=re^{i\alpha}$, $|C_{12}|=t$, $r^2+t^2=1$ and $d_1=|d_1|e^{i\beta}$. Then

$$
C_{12}d_2^*=-(d_1+C_{11}d_1^*),\tag{18}
$$

$$
t^2\frac{|d_2|^2}{|d_1|^2}=\left|1+re^{i(\alpha-2\beta)}\right|^2=1+r^2+2r\cos(2\beta-\alpha),\tag{19}
$$

$$
\frac{1-r}{1+r}\le\frac{|d_1|^2}{|d_2|^2}\le\frac{1+r}{1-r}.\tag{20}
$$

**Transmission.** The transmission amplitude is

$$
S_{21}=\frac{C_{21}(i\delta+\gamma)+d_1d_2}{i\delta+\gamma}=\frac{iC_{21}(\delta-\delta_z)}{i\delta+\gamma},\qquad \delta_z=i\left(\gamma+\frac{d_1d_2}{C_{21}}\right),\tag{21}
$$

for $C_{21}\ne0$. The zero $\delta_z$ is real. To show this, use $S=[1-DD^\dagger/(i\delta+\gamma)]C$. The matrix in brackets has the eigenvalue $(i\delta-\gamma)/(i\delta+\gamma)$ along $D$ and the eigenvalue one across it, so

$$
\det S=\frac{i\delta-\gamma}{i\delta+\gamma}\det C .\tag{22}
$$

For a unitary $2\times2$ matrix, the lower left element of $S^{-1}=S^\dagger$ gives $-S_{21}/\det S=S_{12}^*$. With $S_{12}=S_{21}$ this is $S_{21}=-\det S\,S_{21}^*$. Insert (21) and (22) at real $\delta$. The denominator of $S_{21}^*$ is $\gamma-i\delta$, which cancels $i\delta-\gamma$ up to a sign, and

$$
iC_{21}(\delta-\delta_z)=-i\,C_{21}^*\det C\,(\delta-\delta_z^*).\tag{23}
$$

Both sides are linear in $\delta$. Equal slopes require $C_{21}=-C_{21}^*\det C$, and then the constant terms require $\delta_z=\delta_z^*$. In this model a lossless reciprocal two-port resonance with direct transmission, $C_{21}\ne0$, therefore blocks transmission completely at one real frequency. The transmitted power is

$$
|S_{21}|^2=t^2\,\frac{(\delta-\delta_z)^2}{\delta^2+\gamma^2},\tag{24}
$$

a Fano line, asymmetric unless $\delta_z=0$. For $\delta_z\ne0$, setting its derivative to zero gives, besides the minimum, $\delta^2+\gamma^2=\delta(\delta-\delta_z)$, or $\delta=-\gamma^2/\delta_z$. The value there is $t^2(1+\delta_z^2/\gamma^2)$. Since $\delta_z$ is real, (21) says that $d_1d_2/C_{21}=-\gamma-i\delta_z$, whose modulus squared is $|d_1d_2|^2/t^2=\gamma^2+\delta_z^2$. The maximum is therefore

$$
|S_{21}|^2_{\max}=\frac{|d_1|^2|d_2|^2}{\gamma^2}=\frac{4|d_1|^2|d_2|^2}{(|d_1|^2+|d_2|^2)^2}.\tag{25}
$$

It reaches one when the two couplings are equal. The direct path shapes and shifts the line, but for given port rates it does not change this maximum.

**Internal loss.** Let the resonator also lose energy by absorption or scattering at the rate $2\gamma_i$, weakly enough that $C$ and $D$ are unchanged. Then $\gamma$ in (1) becomes $\gamma+\gamma_i$, and the dissipated power $2\gamma_i|a|^2$ appears in the energy balance. The two additions cancel, so $D^\dagger D=2\gamma$ still contains the radiative rate alone. On resonance, an input at port 1 gives $a=d_1s_{+1}/(\gamma+\gamma_i)$, and the lost fraction of the input power is

$$
A_1=\frac{2\gamma_i|d_1|^2}{(\gamma+\gamma_i)^2}.\tag{26}
$$

**A network that can be solved without the constraints.** Take a waveguide with a partial reflector, to which a stub of length $L$ with a perfect end mirror is weakly attached. The three arms meet in a junction with the scattering matrix $J=(1-iX)(1+iX)^{-1}$. It is unitary if the reactance matrix $X$ is Hermitian, and symmetric if $X$ is also real. Let $b$ be the wave entering the stub and $\rho$ the factor it acquires in one round trip. Then $b=J_{3p}s_++J_{33}\rho b$, where $p$ stands for ports 1 and 2. Solving for $b$ gives

$$
S=J_{pp}+\frac{J_{p3}\,\rho\,J_{3p}}{1-J_{33}\rho}.\tag{27}
$$

The stub length is trimmed so that $J_{33}\rho=|J_{33}|e^{-i\delta T}$, where $T$ is the round-trip time. This network has infinitely many resonances. The one at $\delta=0$ has its pole at $\delta=i\gamma$ with $\gamma=-\ln|J_{33}|/T$. A numerical contour integral around the pole gives the residue of $S$, which by (9) is $-iDK^T$. Subtracting the resonant term at $\delta=0$ leaves $C$. The residue fixes the product of the lengths of $D$ and $K$, and the split into equal lengths is a choice. That choice was tested against the energy in the stub, $|b|^2T$. For the input $(0.8,\,0.6i)$ on resonance it agrees with $|a|^2$ to better than $(\gamma T)^2$, relative to $|a|^2$. The deviation grows with detuning and reaches about $2(\gamma T)^2$ at $\delta=5\gamma$. This supports the equal split up to terms of order $(\gamma T)^2$, not beyond.

The size of the deviations can be foreseen. Near the pole $1-J_{33}\rho\approx iT(\delta-i\gamma)$ and $\rho=1/J_{33}$, so $DK^T=J_{p3}J_{3p}/(J_{33}T)$. The vectors $J_{p3}$ and $J_{3p}$ both have the squared length $1-|J_{33}|^2$ by unitarity. With $|J_{33}|=e^{-\gamma T}$ this gives

$$
|D||K|=\frac{1-e^{-2\gamma T}}{Te^{-\gamma T}}=\frac{2\sinh\gamma T}{T}\approx2\gamma\left[1+\frac{(\gamma T)^2}{6}\right].\tag{28}
$$

The relation $|D||K|=2\gamma$, which follows from (7) and (8), is thus the limit of a resonance narrow compared with the mode spacing, and its error is of second order. With the split into equal lengths, this error appears in $D^\dagger D$ as the relative deviation $(\gamma T)^2/6$. If $D$ is instead normalized by the energy stored in the freely decaying stub, $D^\dagger D=2\gamma$ holds exactly, being the energy balance of the decay, and the deviation moves to $K^\dagger K\approx2\gamma[1+(\gamma T)^2/3]$.

**Numbers.** The stub is a silicon wire 10 µm long with group index 4.2, used at 1550 nm. The round trip takes $T=0.2802$ ps, and the modes are about 28.6 nm apart. The reactances are 0.5 between the ports, 0.13 between port 1 and the stub and 0.07 between port 2 and the stub; the diagonal elements are zero. The resulting decay rate is $\gamma=124.5\ \mathrm{ns^{-1}}$, which means $Q=\omega_0/(2\gamma)\approx4880$ and a full linewidth of 0.318 nm. The small parameter is $\gamma T=0.0349$, with the square $1.2\times10^{-3}$.

The extracted direct matrix has $|C_{11}|=0.600$ and $|C_{12}|=0.800$, with phases close to $0$ and $-90°$. It differs from the matrix of the reflector without stub by 0.0005 in norm. The port rates are $|d_1|^2=165.6\ \mathrm{ns^{-1}}$ and $|d_2|^2=83.4\ \mathrm{ns^{-1}}$. Their sum, $249.0\ \mathrm{ns^{-1}}$, agrees with $2\gamma$ to a relative $2.0\times10^{-4}$, which is the value $(\gamma T)^2/6$ of (28). The law $CD^*=-D$ holds with an error of $4\times10^{-4}$ relative to the length of $D$.

The ratio of the port rates is 1.99. For $r=0.6$, (20) allows values from $0.4/1.6=0.25$ to $1.6/0.4=4$. When the way of attaching the stub is varied at weak coupling and fixed reflector, the network covers this range, from 0.2500 to 4.0000. Equation (19) predicts the phase:

$$
\cos(2\beta-\alpha)=\frac{0.6403/1.986-1-0.3601}{2\times0.6001}\approx-0.865 .
$$

The extracted phase $\beta=74.92°$ with $\alpha=-0.03°$ gives $\cos149.87°=-0.865$. The second coupling follows from (18). In units of $\mathrm{ns^{-1/2}}$, $d_1=12.87\,e^{i74.92°}=3.35+12.43i$, and

$$
d_2^*=-\frac{d_1+0.6\,d_1^*}{-0.8i}=\frac{5.36+4.97i}{0.8i}=6.21-6.70i .
$$

Hence $d_2=6.21+6.70i$, with the phase $47.2°$ and the squared modulus 83.5. The values read from the network are $47.1°$ and 83.4.

These phases matter. If the magnitudes of $d_1$ and $d_2$ are kept and their phases dropped, $S^\dagger S$ at resonance differs from the unit matrix by 6.4 in norm. As $S^\dagger S$ has no negative eigenvalues, a deviation this large means that some input would leave with 7.4 times its power. The number belongs to the reference planes used here. If the planes were placed so that $d_1$ and $d_2$ are both real and positive, there would be no phases to drop.

For the transmission zero, $d_1d_2$ has the modulus $\sqrt{165.6\times83.4}=117.5\ \mathrm{ns^{-1}}$ and the phase $122.03°$. Division by $C_{21}=0.800\,e^{-i90°}$ gives $146.9\,e^{i212.03°}=-124.5-77.9i$ in $\mathrm{ns^{-1}}$. Adding $\gamma=124.5\ \mathrm{ns^{-1}}$ cancels the real part, and (21) gives $\delta_z=77.9\ \mathrm{ns^{-1}}=0.626\,\gamma$. The network has its zero at the same place to three digits. In wavelength it lies 0.099 nm below the resonance, as a positive frequency detuning means a shorter wavelength. At $\delta=0$, (24) gives $0.640\times0.626^2=0.251$, and the network gives 0.2508. By (25) the maximum is $165.6\times83.4/124.5^2=0.891$, at $\delta=-\gamma/0.626=-1.60\,\gamma$. Within five $\gamma$ of resonance, the single-resonance matrix differs from that of the network by at most $1.0\times10^{-3}$ in norm.

**Broken time reversal.** Now give the reactance between port 2 and the stub a phase of $60°$, keeping $X$ Hermitian. Energy is still conserved, and the laws (7) still hold within $(\gamma T)^2$. The equality of $K$ and $D$ is lost: their difference is 0.79 of the length of $D$, even after the phase of $a$ has been chosen to make $K^TD^*$ real and positive. The resonance radiates 95% of its energy into port 1 and 5% into port 2, whereas the squared input couplings $|K_1|^2$ and $|K_2|^2$ are 38% and 62% of $2\gamma$. The transmitted power is nevertheless the same in both directions, because the rows and columns of a unitary $2\times2$ matrix have unit length and this forces $|S_{12}|=|S_{21}|$. The phase was chosen to make the effect large; it does not represent an available magneto-optic silicon device.

**The real device.** For the propagation loss of the silicon wire, take the rough value 2 dB/cm. It corresponds to a power attenuation of $46\ \mathrm{m^{-1}}$ and, multiplied by half the group velocity, to $\gamma_i=1.64\ \mathrm{ns^{-1}}$, or 1.3% of $\gamma$. Equation (26) then gives

$$
A_1=\frac{2\times1.644\times165.6}{(124.5+1.644)^2}=0.034,
$$

in agreement with the lossy network. Two assumptions are at greater risk: the perfect end mirror and the junction without scattering. If a mirror scattered 1% of the power per round trip, an illustrative figure, it would add $0.01/(2T)\approx18\ \mathrm{ns^{-1}}$ to $\gamma_i$. Together with the propagation loss, this would raise the lost fraction (26) to about 0.31. Scattering in the junction would have a similar effect if it removed about 1% of the light arriving from the stub. The constraints could then be restored by counting the scattered waves as further ports. Loss also lifts the transmission zero: the lowest transmitted fraction in the network is about $8\times10^{-5}$ with the propagation loss alone, and about 0.009 if the mirror scattering is added.

Temperature moves the line by about 0.07 nm/K, roughly a fifth of the linewidth per kelvin, so a detuning as small as $\delta_z$ needs temperature control. The shift changes $\omega_0$ and leaves the constraints intact. At 0.1 mW in port 1, the energy stored on resonance is 1.07 fJ if internal loss is neglected. For a uniform intensity along the stub, rough silicon coefficients, with an assumed mode area of 0.1 µm² and carrier lifetime of 1 ns, then give a Kerr shift of 0.00014 nm, a free-carrier shift of 0.0009 nm, and two-photon absorption equal to 1.3% of the linear loss. The standing wave in the stub raises the mean square intensity by a factor of 1.5, which brings these values to about 0.0002 nm, 0.0012 nm and 2%. If all the linear loss became heat, with a thermal resistance of roughly $10^4$ K/W, the resonator would warm by 0.034 K and shift by 0.002 nm. For a wire this short on 2 µm of oxide, the thermal resistance can be three to seven times larger, the upper values applying to a wire with air above it. This would bring the thermal shift to 2–5% of the linewidth. At this power all these shifts remain small compared with the linewidth, and the linear model is adequate. The numerical output lists the remaining values.

## Computed values

```
wavelength 1550 nm, group index 4.2, length 10 um
junction reactances k1, k2, b: 0.13, 0.07, 0.5
round-trip time T: 0.2802 ps
mode spacing: 28.60 nm
port decay rate gamma: 124.49 1/ns
loaded Q (ports only): 4881
full linewidth: 0.3176 nm
gamma T: 0.03488; squared: 1.22e-03
bare junction |C11|, |C12|: 0.6000, 0.8000
C11: 0.6001 at -0.03 deg
C12: 0.8002 at -90.00 deg
C22: 0.5999 at -0.01 deg
norm of C minus bare C: 0.0005
|d1|^2, |d2|^2: 165.64, 83.39 1/ns
sum |d|^2: 249.03 1/ns; 2 gamma: 248.98 1/ns
phases of d1, d2: 74.92, 47.11 deg
ratio |d1|^2/|d2|^2: 1.9863
allowed ratio for bare C: 0.2500 to 4.0000
swept network ratio: 0.2500 to 4.0000
cos(2 arg d1 - arg C11), extracted: -0.8649
same cosine from power ratio: -0.8646
error of C^dagger C = 1: 8.1e-04
relative error of D^dagger D = 2 gamma: 2.0e-04
relative error of K^T = -D^dagger C: 4.1e-04
relative error of C D* = -D: 4.1e-04
unitarity defect if phases of D dropped: 6.447
detuning/gamma, transmission network, model:
  -5  0.7789  0.7795
  -2  0.8828  0.8831
  -1  0.8462  0.8464
  +0  0.2508  0.2508
  +1  0.0448  0.0448
  +2  0.2419  0.2418
  +5  0.4715  0.4712
transmission zero/gamma, formula, network: 0.6258, 0.6259
zero, wavelength offset: -0.0994 nm
largest S error within 5 gamma: 1.0e-03
real solution dimensions, N=1..4: [1, 2, 3, 4]
nonreciprocal junction phase: 60 deg
  |D1|^2, |D2|^2 over 2 gamma: 0.9545, 0.0457
  |K1|^2, |K2|^2 over 2 gamma: 0.3760, 0.6242
  relative mismatch of K and D: 0.786
propagation loss (rough): 2 dB/cm
internal decay rate: 1.644 1/ns; over gamma: 0.0132
absorbed fraction, network, formula: 0.03422, 0.03422
thermal drift: 0.0664 nm/K; linewidths per K: 0.209
input power 0.1 mW, stored energy 1.069 fJ
self-heating at most: 0.0342 K; shift 0.00227 nm
Kerr shift: 0.000141 nm
two-photon/linear absorption: 0.0133
free carriers: 1.8e+14 cm^-3; shift 0.00086 nm
```
